# Greedy choice of ellipsometry settings and its robustness to wrong nominal values

## What goes wrong with the bare determinant

An ellipsometer can measure a film at many wavelengths and angles, but sometimes time allows only a few. A natural plan is to compute the Fisher information of each setting and add settings one at a time, each time taking the one that most increases the determinant of the sum. For a film with three unknowns this plan fails at its first step: every single setting has determinant zero, so all candidates tie.

Two further faults are less visible. The information is computed at nominal film parameters, which are uncertain; that is why the film is being measured. And a large determinant describes only the neighbourhood of one parameter point, so it cannot exclude a distant thickness that fits equally well.

The scheme below cures the first fault, measures the second and searches for the third. In the example, the greedy design is the best set of four distinct settings at the nominal film, yet it fails a stated robustness requirement. So does every other such set.

## Information in one setting

Take a uniform, transparent, isotropic film on a known absorbing substrate, with air above. The unknowns are $\theta=(d,A,B)$: the thickness $d$, and the constants of the film index $n(\lambda)=A+B/\lambda^2$. Fields vary as $e^{-i\omega t}$, so an absorbing index is $n+ik$ with $k>0$.

The instrument compares the two reflection amplitudes through $\rho=r_p/r_s=\tan\Psi\,e^{i\Delta}$. Suppose that it records
$$N=\cos2\Psi,\quad C=\sin2\Psi\cos\Delta,\quad S=\sin2\Psi\sin\Delta,$$
each with an independent Gaussian error of the same known standard deviation $\sigma$. Write $m=(N,C,S)$ for the model and $y$ for the data. The log-likelihood is $-|y-m|^2/2\sigma^2$ plus a constant, and its derivative is $(y-m)\cdot\partial_i m/\sigma^2$. The mean product of two such derivatives, with $\langle(y-m)_a(y-m)_b\rangle=\sigma^2\delta_{ab}$, is the Fisher matrix
$$F_{ij}=\frac{\partial_i m\cdot\partial_j m}{\sigma^2}.$$

Since $N^2+C^2+S^2=1$, the vector $m$ moves on a unit sphere with polar angle $2\Psi$ and azimuth $\Delta$. Hence $|dm|^2=4\,d\Psi^2+\sin^2 2\Psi\,d\Delta^2$. Put $t=|\rho|=\tan\Psi$. Then $d\Psi=dt/(1+t^2)$ and $\sin2\Psi=2t/(1+t^2)$, so
$$|dm|^2=\frac{4(dt^2+t^2d\Delta^2)}{(1+t^2)^2}=\frac{4|d\rho|^2}{(1+|\rho|^2)^2}.$$
The corresponding inner product of two derivatives is the real part of $\partial_i\rho^*\,\partial_j\rho$. With $\partial_i\rho=w_i/r_s^2$ and $w_i=r_s\partial_i r_p-r_p\partial_i r_s$, the powers of $r_s$ cancel:
$$F_{ij}=\frac{4\,\mathrm{Re}(w_i^*w_j)}{\sigma^2(|r_p|^2+|r_s|^2)^2}.\tag{1}$$
This form stays finite when one of the two amplitudes vanishes, where $\Delta$ is undefined.

## Derivatives of the film reflection

Let $k=2\pi/\lambda$, let $\phi$ be the angle of incidence, and let $q_j=\sqrt{n_j^2-\sin^2\phi}$ for air (0), film (1) and substrate (2). Define $Y_j=q_j$ for $s$ and $Y_j=n_j^2/q_j$ for $p$ polarisation. Each interface reflects the tangential electric field by $r_{jk}=(Y_j-Y_k)/(Y_j+Y_k)$. The usual $r_p$ has the opposite sign; this reverses $\rho$ and leaves (1) unchanged.

One round trip in the film multiplies the field by $X=e^{2ikdq_1}$. Let $g=r_{12}X$. Reflection from below the top interface is $-r_{01}$, and the product of the two transmissions is $1-r_{01}^2$. Summing the geometric series of round trips gives
$$r=r_{01}+\frac{(1-r_{01}^2)g}{1+r_{01}g}=\frac{r_{01}+g}{1+r_{01}g}.$$
The quotient rule then gives
$$\frac{\partial r}{\partial g}=\frac{1-r_{01}^2}{(1+r_{01}g)^2},\qquad \frac{\partial r}{\partial r_{01}}=\frac{1-g^2}{(1+r_{01}g)^2}.$$

Thickness enters through $X$ alone, so $\partial_d g=2ikq_1g$. The index enters through $X$ and through $Y_1$. From $\partial_nq_1=n/q_1$,
$$Y_1'=\frac{n}{q_1}\ (s),\qquad Y_1'=\frac{2n}{q_1}-\frac{n^3}{q_1^3}\ (p),$$
$$\partial_n r_{01}=-\frac{2Y_0Y_1'}{(Y_0+Y_1)^2},\qquad \partial_n g=\frac{2Y_2Y_1'}{(Y_1+Y_2)^2}X+\frac{2ikdn}{q_1}g.$$
The chain rule completes $\partial_n r$. Finally $\partial_A=\partial_n$ and $\partial_B=\lambda^{-2}\partial_n$.

For all 40 settings of the example, (1) was tested against finite differences of $m$ computed from characteristic matrices. The largest discrepancy in an element $F_{ij}$, relative to $\sqrt{F_{ii}F_{jj}}$, was $1.1\times10^{-8}$.

## Why settings must be combined

The point $m$ moves on a two-dimensional surface, so one setting has a Fisher matrix of rank at most 2. Three unknowns need rank 3. More angles at the same wavelength do not help: there $\partial_B=\lambda^{-2}\partial_A$ with the same factor at every angle, so one combination of $A$ and $B$ stays invisible. At least two wavelengths are required.

A stronger degeneracy occurs at a half-wave film, $2dq_1=\lambda$ or a multiple of it, where $X=1$. Then
$$r=\frac{(Y_0-Y_1)(Y_1+Y_2)+(Y_1-Y_2)(Y_0+Y_1)}{(Y_0+Y_1)(Y_1+Y_2)+(Y_0-Y_1)(Y_1-Y_2)}=\frac{2Y_1(Y_0-Y_2)}{2Y_1(Y_0+Y_2)}=r_{02}.$$
The film admittance has cancelled, and the index acts only through the phase $kdq_1$. The derivatives of this phase are $kq_1$ for $d$ and $kdn/q_1$ for $n$, hence
$$\partial_n r=\frac{dn}{q_1^2}\,\partial_d r$$
for both polarisations. Thickness and index cannot be separated by that setting.

A useful measure is the separation $1-F_{dA}^2/(F_{dd}F_{AA})$, which is zero when the two sensitivities are parallel. At 600 nm and 65 degrees it vanishes to rounding error for the half-wave film, and is 0.164 for a film half as thick.

The very thin film is a second limit. At $d=0$ the reflection is $r_{02}$ whatever the film index, so $\partial_n r$ is of order $d$. Two columns of the sensitivity matrix, those of $A$ and $B$, then shrink in proportion to $d$, and the determinant falls at least as fast as $d^4$. No choice among these settings removes that loss.

## A greedy rule that can start

Measure each parameter in units of a stated tolerance, and add a unit matrix to the information:
$$M_S=\mathbf 1+\sum_{s\in S}F_s,\qquad f(S)=\ln\det M_S .\tag{2}$$
The unit matrix acts like weak prior knowledge with standard deviations equal to the tolerances. It serves to choose settings; the final fit does not use it.

Write the information of a candidate as $F=J^TJ$, where $J$ contains $\partial m/\sigma$. Its gain is
$$\ln\frac{\det(M+J^TJ)}{\det M}=\ln\det(\mathbf 1+M^{-1}J^TJ)=\ln\det(\mathbf 1+JM^{-1}J^T).$$
The last equality holds because $PQ$ and $QP$ have the same nonzero eigenvalues. The matrix $JM^{-1}J^T$ is the covariance of the candidate's predicted outcome, given what is already known, in units of $\sigma^2$. The rule therefore favours settings whose outcome the present data predict poorly, as judged by the determinant of the unit matrix plus this covariance.

The gain is never negative, since $JM^{-1}J^T$ has no negative eigenvalue. It also cannot grow as settings are added: a larger $M$ has a smaller inverse. These two properties bound the greedy result. Let $O$ be the best set of $K$ distinct settings, with value $f^*$, and let $S_j$ be the greedy set after $j$ steps. Adding all of $O$ to $S_j$ cannot reduce $f$, and each member then gains no more than it would gain alone. So
$$f^*\le f(S_j\cup O)\le f(S_j)+\sum_{o\in O}\mathrm{gain}(o|S_j)\le f(S_j)+K[f(S_{j+1})-f(S_j)].\tag{3}$$
The last step uses the fact that the greedy rule takes the largest gain. Rearranged, this says
$$f^*-f(S_{j+1})\le(1-1/K)\,[f^*-f(S_j)].$$
Since $f(S_0)=\ln\det\mathbf 1=0$, after $K$ steps
$$f(S_K)\ge\left[1-(1-1/K)^K\right]f^* .$$

This guarantee concerns a logarithm, and it is weaker than it looks. The middle part of (3), applied to the finished set, gives a second bound, which is sharper when the later gains have become small: $f^*$ exceeds $f(S_K)$ by at most the sum of the $K$ largest remaining gains.

## What survival should mean

For a true film $\theta$, compare the chosen set with the best set for that film, using the data alone:
$$E(S,\theta)=\left[\frac{\det\sum_{s\in S}F_s(\theta)}{\max_T\det\sum_{s\in T}F_s(\theta)}\right]^{1/3}.\tag{4}$$
A linear change of parameters multiplies both determinants by the same factor, so $E$ does not depend on units. Repeating all measurements $R$ times multiplies the information by $R$ and the root by $R$. Thus $1/E$ is the factor of repetition that the chosen set needs to match the best determinant.

I call a design robust here if $E\ge0.8$ throughout the tolerance box, which means at most 25% more repetition. The threshold is a choice, to be made before looking at the result.

## An oxide film on silicon

The example lies in the regime of thermal silicon oxide on silicon. Its rough typical parameters are $d=300$ nm, $A=1.45$ and $B=3500$ nm², with tolerances of 15 nm, 0.01 and 1000 nm², and $\sigma=0.001$. Silicon is represented by one damped oscillator,
$$n_2^2=1+\frac{10.7\,(4.0)^2}{(4.0)^2-\mathcal E^2-0.1\,i\,\mathcal E},$$
with the photon energy $\mathcal E$ in eV. At 633 nm this gives $3.882+0.029i$, and the film index is 1.4587.

The candidates are eight wavelengths from 450 to 800 nm in steps of 50 nm, each at five angles from 55 to 75 degrees in steps of 5 degrees. Each setting may be used only once. Four of the 40 can then be chosen in 91,390 ways, few enough to evaluate them all. The greedy rule needs $40+39+38+37=154$ gains. It selects:

| Step | Setting | Gain in $f$ | $2dq_1/\lambda$ |
|---|---|---:|---:|
| 1 | 450 nm, 70° | 21.919 | 1.503 |
| 2 | 650 nm, 75° | 5.520 | 1.008 |
| 3 | 450 nm, 75° | 1.214 | 1.473 |
| 4 | 500 nm, 55° | 0.888 | 1.456 |

The gains add to $f=29.541$, which the exhaustive search confirms as the maximum. The same set also maximises the data-only determinant, so $E=1$ at the nominal film. For comparison, the median design has $E=0.142$. Four wavelengths (450, 550, 650 and 800 nm) at a fixed 70 degrees give 0.589, and would need $1/0.589=1.7$ times the repetition.

The guarantee alone would have promised much less. For $K=4$ the fraction is $1-(3/4)^4=0.684$, which allows $f^*$ to be as large as $29.541/0.684=43.2$. The root of the regularised determinant could then be only $e^{-(43.2-29.5)/3}\approx0.01$ of the best. The sharper bound is $f^*\le31.439$, which assures $e^{-1.898/3}=0.53$. When enumeration is impossible, the larger of the two assured values is the one to report.

The second setting is unexpected: it lies almost at the half-wave condition, where thickness and index are inseparable. A setting that is degenerate alone can still be valuable in company, because it fixes one combination of parameters and others can fix the rest. I conjecture that this is why it was chosen; the individual contributions were not isolated. Excluding settings with $2dq_1/\lambda$ within 0.05 of an integer would have removed a member of the best design, but at little cost: with 700 nm in place of 650 nm at 75 degrees, $E$ is still 0.997.

## The robustness test fails

Efficiency (4) was evaluated on a grid of 45 films spanning the tolerance box. The worst value for the greedy design is 0.502, at $d=285$ nm, $A=1.44$ and $B=2500$ nm². Matching the best design there would take $1/0.502=2.0$ times the repetition. The design does not survive.

The loss can be split. Between the nominal film and this corner, the cube root of the greedy determinant falls to 0.289 of its value. The best attainable root falls to 0.576, and $0.289/0.576=0.502$. Even the best four settings for the corner film give a smaller determinant than the best four for the nominal film, and the greedy set loses more than this unavoidable part. Half-wave degeneracy of single settings does not explain the loss. In the three settings at 450 and 500 nm the separation of $d$ and $A$ rises, for example from 0.014 to 0.021 in the first; in the 650 nm setting it is below 0.001 at both films.

With $A$ and $B$ held at their nominal values and thickness scanned in steps of 5 nm, $E$ stays at or above 0.8 from 295 to 310 nm. It is 0.603 at 285 nm, 0.766 at 315 nm and 0.320 at 330 nm. By 360 nm it is 0.122, no better than the median design had at the nominal film.

One remedy is to average $f$ over the 45 films before running the greedy rule. An average of functions with diminishing gains has diminishing gains too, so the guarantee carries over to the averaged objective. Here the averaged rule returns the same four settings and improves nothing.

The other remedy is to seek the largest worst-case efficiency among all 91,390 designs. The winner uses 450 nm at 60 and 75 degrees, 500 nm at 60 degrees, and 650 nm at 75 degrees. Its worst value on the grid is 0.655, bought by a fall to 0.708 at the nominal film. Since this is the best worst case, no four-setting design from this candidate list meets the threshold of 0.8. A better search rule therefore cannot cure the fault as long as the four settings are fixed before the film is known.

This suggests measuring in two rounds: fit the first data, then repeat the greedy search at the fitted film. The first round must find the right film for this to work. Noise-free data from all eight corners of the box were fitted from the nominal starting point, and each thickness was recovered to within 0.01 nm. The first design is inefficient at the worst corner, where $E=0.502$, yet these fits locate all eight.

## Local precision and distant solutions

The inverse of the summed information predicts standard errors of 0.057 nm in $d$ and 0.0002 in the index at 633 nm for the nominal film. This is a linear theory, so it was tested by 400 simulated noisy fits at a different film: 307.5 nm, $A=1.455$, $B=3000$ nm². After scaling by the predicted covariance, the sample covariance should be the unit matrix. Its largest deviation was 0.13, against an allowed 0.3; sampling alone gives each diagonal element a standard deviation of $\sqrt{2/400}=0.07$.

Such agreement says nothing about distant solutions. At one setting with known index, $X$ repeats when $d$ grows by $\lambda/2q_1$. At 600 nm and 65 degrees, $n=1.4597$ and $q_1=1.1443$, so films differing by $600/2.2886=262.2$ nm give identical data. Different wavelengths and angles have different periods, which can remove the ambiguity. Fits to the noise-free four-setting data from 40 starting thicknesses, 20 to 800 nm, found no close rival. The nearest in quality, at 945.5 nm, missed the data by 237$\sigma$ root mean square. The fits were free to move up to 1000 nm, with $A$ held between 1.40 and 1.50 and $B$ between 0 and 8000 nm², but such a search is evidence, not proof.

## Precision is not accuracy

The value $\sigma=0.001$ is a rough figure for a good instrument. The oscillator describes silicon only roughly: at 450 nm its index lies several hundredths below tabulated values. Fitting real data with it would shift $d$ by an amount of order 1 nm, more than any entry in the table below, whose substrate row stands only for a temperature change of about 5 K. Real measurements should be planned, and above all fitted, with accurate substrate data, because an error in the substrate index shifts the fitted thickness. Real samples also break the assumption of one sharp, uniform layer. The table shows the shifts when altered noise-free data are fitted with the simple model; the sizes of the effects are rough assumptions.

| Neglected effect | Shift in $d$ (nm) | Misfit ($\sigma$) |
|---|---:|---:|
| Interlayer, 0.7 nm, index 2.2 | +0.32 | 1.44 |
| Adsorbed water, 0.3 nm | +0.19 | 0.12 |
| Angle offset, 0.02° | −0.16 | 0.47 |
| Substrate index higher by 0.0015 | +0.04 | 0.14 |
| Bandwidth, 3 nm | −0.03 | 1.17 |
| Beam convergence, ±0.2° | −0.01 | 0.08 |

The first three exceed the standard error of 0.057 nm, the interlayer by a factor of nearly six. The misfit is not a reliable warning. The sum of squares of the 12 residuals has the expected value $12-3=9$ from noise. The interlayer adds $12\times1.44^2\approx25$ and would be noticed, but adsorbed water adds only $12\times0.12^2\approx0.2$. The fitted film parameters, chiefly the thickness, absorb the water almost without trace in the misfit.

More repetition reduces none of these shifts. Once they dominate, the angle offset and the interlayer belong among the unknowns, and the design should be judged again with the larger Fisher matrix, including the standard error it predicts for the thickness. The choice of settings was also checked against another noise model: if the variance grows inversely with reflectance, as for photon-limited detection, the greedy set keeps 0.943 of the best efficiency at the nominal film.

For this film and candidate list, the greedy set is thus a sound first round when the thickness is known to about 5 nm and the index constants lie within about half of their tolerances. With an uncertainty of 15 nm it can still locate the film, but the settings should then be chosen again.

## Numbers as computed

```
nominal d = 300 nm, A = 1.45, B = 3500 nm^2; sigma = 0.001
tolerances: 15 nm, 0.01, 1000 nm^2
at 633 nm: film index 1.4587, substrate 3.882 + 0.029i
settings 40, designs of 4: 91390
largest relative Fisher-matrix error: 1.1e-08
fringe period at 600 nm, 65 deg: 262.17 nm
d-A separation: half-wave 2.2e-16, quarter-wave 0.164
greedy 1: 450 nm, 70 deg, gain 21.919; phase/pi 1.503 (worst truth 1.403); separation 0.014 (0.021)
greedy 2: 650 nm, 75 deg, gain 5.520; phase/pi 1.008 (worst truth 0.944); separation 0.000 (0.000)
greedy 3: 450 nm, 75 deg, gain 1.214; phase/pi 1.473 (worst truth 1.374); separation 0.013 (0.022)
greedy 4: 500 nm, 55 deg, gain 0.888; phase/pi 1.456 (worst truth 1.364); separation 0.030 (0.052)
ln det: greedy 29.541, best 29.541, upper bound 31.439
ratio greedy/best 1.0000, guaranteed 0.6836
best data-only design at nominal (nm/deg): 450/70, 450/75, 500/55, 650/75
nominal efficiency: greedy 1.000, median design 0.142
nominal efficiency, 70 deg at 450, 550, 650, 800 nm: 0.589
standard errors: d 0.0567 nm, A 0.000310, B 48.6 nm^2, n(633 nm) 0.000215
greedy design (nm/deg): 450/70, 450/75, 500/55, 650/75
  efficiency: nominal 1.000, worst on box grid 0.502, worst of 60 random 0.604
  survives box at 0.8: no; thickness interval 295 to 310 nm
averaged design (nm/deg): 450/70, 450/75, 500/55, 650/75
  efficiency: nominal 1.000, worst on box grid 0.502, worst of 60 random 0.604
  survives box at 0.8: no; thickness interval 295 to 310 nm
maximin design (nm/deg): 450/60, 450/75, 500/60, 650/75
  efficiency: nominal 0.708, worst on box grid 0.655, worst of 60 random 0.655
  survives box at 0.8: no; thickness interval 300 to 300 nm
worst truth for greedy: d 285.0 nm, A 1.44, B 2500 nm^2
there, det^(1/3) relative to nominal: greedy 0.289, best attainable 0.576
true d 200 nm: efficiency greedy 0.138, averaged 0.138, maximin 0.133
true d 240 nm: efficiency greedy 0.396, averaged 0.396, maximin 0.415
true d 270 nm: efficiency greedy 0.347, averaged 0.347, maximin 0.565
true d 285 nm: efficiency greedy 0.603, averaged 0.603, maximin 0.668
true d 315 nm: efficiency greedy 0.766, averaged 0.766, maximin 0.763
true d 330 nm: efficiency greedy 0.320, averaged 0.320, maximin 0.415
true d 360 nm: efficiency greedy 0.122, averaged 0.122, maximin 0.129
true d 400 nm: efficiency greedy 0.143, averaged 0.143, maximin 0.138
400 simulated fits: largest whitened covariance error 0.133
box corners recovered from nominal start: 8 of 8
closest rival found: d 945.5 nm, rms misfit 237.1 sigma
angle offset 0.02 deg: d shift -0.1577 nm, n(633 nm) shift +0.000412, rms misfit 0.47 sigma
interlayer 0.7 nm, index 2.2: d shift +0.3204 nm, n(633 nm) shift +0.001020, rms misfit 1.44 sigma
water 0.3 nm, index 1.33: d shift +0.1945 nm, n(633 nm) shift +0.000120, rms misfit 0.12 sigma
bandwidth 3 nm FWHM: d shift -0.0291 nm, n(633 nm) shift +0.000088, rms misfit 1.17 sigma
beam convergence +-0.2 deg: d shift -0.0090 nm, n(633 nm) shift +0.000025, rms misfit 0.08 sigma
substrate +5 K (index +0.0015): d shift +0.0392 nm, n(633 nm) shift -0.000127, rms misfit 0.14 sigma
greedy efficiency with photon-limited noise: 0.943
```
